\section*{Field for One Ionisation per Micrometre in the Lucky-Electron Model}

\section*{Question}

An electron in the conduction band of a semiconductor is accelerated by a uniform, steady field of magnitude $F$. Its collisions with the lattice are random, with mean path $\lambda=7$ nm between them. When its kinetic energy reaches the threshold $E=1.5$ eV it ionises at once, creating an electron--hole pair, and starts again from rest. The ionisation coefficient $\alpha$ is the mean number of ionisations per unit distance travelled along the electric force. The elementary charge is $q>0$, so $qF$ is the magnitude of the force. With energies in eV and lengths in nm, $qF$ in eV/nm has the same numerical value as $F$ in V/nm, and $1$ V/nm $=10$ MV/cm.

\section*{Part (a): the equation}

\textit{Obtain the lucky-electron equation for $\alpha(F)$ by allowing one attempt to reach threshold per threshold distance. State what this counting assumes.}

\textbf{Answer.} An electron that starts from rest and moves a distance $s$ along the force without a collision gains energy $qFs$. It reaches threshold after
\begin{equation}
d=\frac{E}{qF}.
\end{equation}
Collisions occur with probability $ds/\lambda$ in each element of path, independently of the past. The probability $P(s)$ of no collision therefore obeys $dP/ds=-P/\lambda$ with $P(0)=1$, so that $P(d)=e^{-d/\lambda}$. With $1/d$ attempts per unit length, each succeeding with this probability,
\begin{equation}
\alpha=\frac{1}{d}\,e^{-d/\lambda}
=\frac{qF}{E}\exp\!\left(-\frac{E}{qF\lambda}\right).
\label{eq:lucky}
\end{equation}
The exponential is the chance of a collision-free run. The prefactor is a convention of counting: an electron that collides early in an interval of length $d$ is not allowed a new attempt until the next interval. Part (e) removes this restriction. The counting also assumes that every attempt starts from rest, so that a collision removes all the energy gained. Part (f) relaxes this second assumption.

\section*{Part (b): solution for the field}

\textit{Show that equation (\ref{eq:lucky}) has one positive solution $F$ for each $\alpha>0$, and find it. Examine the limit $\alpha\lambda\gg1$.}

\textbf{Answer.} Define the dimensionless ratio
\begin{equation}
x=\frac{d}{\lambda}=\frac{E}{qF\lambda},
\qquad\text{so that}\qquad \frac{qF}{E}=\frac{1}{\lambda x}.
\end{equation}
Equation (\ref{eq:lucky}) becomes $\alpha=e^{-x}/(\lambda x)$. Multiplying by $x e^{x}/\alpha$ gives
\begin{equation}
x e^{x}=A,\qquad A=\frac{1}{\alpha\lambda}.
\label{eq:xex}
\end{equation}
For $x>0$ the derivative of the left side is $(1+x)e^x>0$, and the left side rises from zero to infinity. There is thus one positive root. It is the principal branch of the Lambert function, $x=W(A)$, which is defined by $W e^{W}=A$. Since $F=E/(q\lambda x)$,
\begin{equation}
F=\frac{E}{q\lambda\,W\!\left(1/(\alpha\lambda)\right)}.
\label{eq:F}
\end{equation}

If $\alpha\lambda\gg1$, then $A\ll1$ and $W(A)\simeq A$, which gives $qF\simeq \alpha E$. In this limit collisions rarely interrupt the run to threshold, and nearly all the energy supplied by the field goes into ionisation.

\section*{Part (c): the number}

\textit{Find $F$ for $\alpha=1$ per micrometre. What fraction of the energy supplied by the field reaches the ionisation threshold?}

\textbf{Answer.} Here $\alpha=10^{-3}$ nm$^{-1}$, so $A=1/(10^{-3}\times7)=142.857$. The logarithm of equation (\ref{eq:xex}) is
\begin{equation}
g(x)=x+\ln x-\ln A=0,\qquad g'(x)=1+\frac1x .
\end{equation}
Newton's rule $x_{\rm new}=x-g/g'$ then reads
\begin{equation}
x_{\rm new}=x-\frac{x(x+\ln x-\ln A)}{1+x}
=\frac{x(1+\ln A-\ln x)}{1+x}.
\end{equation}
Starting from $x=\ln A=4.96185$, the successive values are $3.62874$, $3.66341$ and $3.66344$. Hence
\begin{equation}
F=\frac{1.5}{7\times3.66344}\ \text{V/nm}
=0.0585\ \text{V/nm}=0.585\ \text{MV/cm},
\end{equation}
or $58.5$ V/$\mu$m.

The threshold distance is $d=25.6$ nm, and the chance of covering it without a collision is $e^{-x}=0.0256$. The field supplies $qF/\alpha=58.5$ eV per ionisation, of which $1.5$ eV is the threshold energy. Their ratio is
\begin{equation}
\frac{E}{qF/\alpha}=\alpha d=e^{-x}=0.0256,
\end{equation}
where the second equality is equation (\ref{eq:lucky}) multiplied by $d$. With the counting of part (a), about $97\%$ of the energy goes to the lattice. The same ratio says that the threshold distance is $2.6\%$ of the mean distance between ionisations. Under the strict count of part (e), the lattice share at this field is about $90\%$.

\section*{Part (d): sensitivity to the parameters}

\textit{Find the fractional change of $F$ caused by small changes of $E$, $\lambda$ and $\alpha$. Then estimate the effect of warming from 300 K to 400 K. Take the scattering rate proportional to $2n+1$, where $n$ is the thermal occupation of a phonon of energy $E_p=0.06$ eV, and hold $E$ fixed.}

\textbf{Answer.} Differentiating $x+\ln x=-\ln\alpha-\ln\lambda$ gives
\begin{equation}
(1+x)\,d\ln x=-d\ln\alpha-d\ln\lambda .
\end{equation}
From $\ln (qF)=\ln E-\ln\lambda-\ln x$ it follows that
\begin{align}
d\ln F&=d\ln E-d\ln\lambda+\frac{d\ln\alpha+d\ln\lambda}{1+x}\nonumber\\
&=d\ln E-\frac{x}{1+x}\,d\ln\lambda+\frac{1}{1+x}\,d\ln\alpha .
\end{align}
At the solution the coefficients of $d\ln\lambda$ and $d\ln\alpha$ are $-0.786$ and $0.214$. To first order, a $10\%$ increase in the required rate raises the field by $2.1\%$, whereas a $10\%$ decrease in $\lambda$ raises it by $7.9\%$.

At fixed $\alpha$ and $\lambda$ the ratio $x$ does not contain $E$, so $F\propto E$ even for large changes. If a gradual onset of ionisation is represented by raising the threshold to $2.0$ eV, the field becomes $0.780$ MV/cm.

For the temperature, put $y=E_p/(k_BT)$ and $n=1/(e^y-1)$. Then
\begin{equation}
\lambda\propto\frac{1}{2n+1}=\frac{e^y-1}{e^y+1}
=\tanh\frac{E_p}{2k_BT}.
\end{equation}
Taking $\lambda=7$ nm at 300 K gives $5.98$ nm at 400 K. The field needed for one ionisation per micrometre rises to $0.662$ MV/cm, by $13\%$. If the field is instead held at $0.585$ MV/cm, the rate falls to $0.535$ per micrometre. These shifts belong to equation (\ref{eq:lucky}) and overstate the effect in silicon. In the small-loss model of part (f), where the net loss per collision also changes with temperature, the same warming raises the field by only about $7\%$, and an empirical fit to measured silicon rates gives about $5\%$.

\section*{Part (e): a strict count of attempts}

\textit{Suppose that each collision brings the electron to rest and that a new attempt starts immediately. Find the mean distance $L$ between ionisations, compare the rate with equation (\ref{eq:lucky}), and find the new field for one ionisation per micrometre.}

\textbf{Answer.} The first collision may occur at $s<d$, after which the expected remaining distance is again $L$. Otherwise the electron ionises at $d$. Therefore
\begin{equation}
L=\int_0^d (s+L)\,e^{-s/\lambda}\frac{ds}{\lambda}+d\,e^{-d/\lambda}.
\end{equation}
The two integrals needed, the second by parts, are
\begin{align}
\int_0^d e^{-s/\lambda}\frac{ds}{\lambda}&=1-e^{-x},\\
\int_0^d s\,e^{-s/\lambda}\frac{ds}{\lambda}&=\lambda-(\lambda+d)e^{-x}.
\end{align}
On substitution the terms $\pm d\,e^{-x}$ cancel, leaving
\begin{equation}
L=\lambda(1-e^{-x})+L(1-e^{-x}).
\end{equation}
Moving the last term to the left gives $Le^{-x}=\lambda(1-e^{-x})$, so
\begin{equation}
L=\lambda(e^x-1),\qquad
\alpha_{\rm s}=\frac{1}{\lambda(e^x-1)}.
\end{equation}
At the same field, the ratio to the usual rate $\alpha=e^{-x}/(\lambda x)$ is
\begin{equation}
\frac{\alpha_{\rm s}}{\alpha}=\frac{x e^x}{e^x-1}=\frac{x}{1-e^{-x}} .
\end{equation}
It tends to one as $x\to0$, when almost every attempt succeeds. For large $x$ it grows as $x$, because failed runs have mean length close to $\lambda$, not $d$. At $0.585$ MV/cm the ratio is $3.76$, so the strict rate is $3.76$ per micrometre.

Setting $\alpha_{\rm s}=\alpha$, the target rate, gives $e^x=1+A$. Thus $x=\ln(143.857)=4.969$ and
\begin{equation}
F_{\rm s}=\frac{1.5}{7\times4.969}\ \text{V/nm}=0.431\ \text{MV/cm}.
\end{equation}
This is $26\%$ below the field in part (c). The latter remains the solution of the lucky-electron equation as written; the difference measures how much its prefactor matters.

\section*{Part (f): electrons that keep their energy}

\textit{The two parameters are of the rough size used for electrons in silicon avalanche photodiodes. A three-dimensional trajectory simulation uses the same $E$ and $\lambda$, a parabolic band and isotropic scattering. If each collision removes all the kinetic energy, it gives $3.79$ ionisations per micrometre at $0.585$ MV/cm. If each collision removes at most the mean net phonon loss at 300 K, it gives $24.4$ per micrometre at that field, and the target rate is reached at $0.25$ MV/cm. Derive the mean net loss for $E_p=0.06$ eV, interpret these results, and compare them with silicon.}

\textbf{Answer.} Emission and absorption occur in the proportion $(n+1):n$, so the mean net loss per collision is
\begin{equation}
E_p\,\frac{(n+1)-n}{2n+1}=E_p\tanh\frac{E_p}{2k_BT}=0.049\ \text{eV}.
\end{equation}
The full-loss simulation agrees with the strict rate of $3.76$ per micrometre to within $1\%$. With full loss every flight starts from rest along the force, so this is the model of part (e), and the difference is sampling noise. Between the two simulations only the energy loss changes, so that change causes the rise from $3.79$ to $24.4$ per micrometre. An electron that loses little energy can reach threshold over many flights and does not need one long run. Energy conservation limits the rate to $qF/E=58.5/1.5=39$ per micrometre for electrons that restart from rest, and the simulated value respects this limit.

In silicon at room temperature, electrons reach one ionisation per micrometre at roughly $0.3$ MV/cm. The lucky-electron equation with the stated parameters requires about twice that field. Two assumptions have been changed in turn. The strict count of attempts lowers the field from $0.585$ to $0.43$ MV/cm, and replacing the complete loss of energy at a collision by the small loss lowers it further to $0.25$ MV/cm. The nearness of the last value to silicon is not a validation, since the simulation keeps a sharp threshold and a simple band. When equation (\ref{eq:lucky}) is fitted to measured rates, $\lambda$ is an effective length and need not equal the distance between collisions. With $E=1.5$ eV held fixed, a fit to the lower field needs $\lambda$ longer than $7$ nm.

\section*{Part (g): use in a device}

\textit{A layer of width $w=1\ \mu$m has electron coefficient $\alpha=1$ per micrometre and hole coefficient $k\alpha$, with $k=0.1$ chosen for illustration. Electrons are injected at $z=0$ and no holes enter at $z=w$. Find the gain and the breakdown width. Also estimate the interband tunnelling transparency at $0.585$ MV/cm for a gap $E_g=1.1$ eV and mass $m=0.2$ electron masses, rough silicon-like values.}

\textbf{Answer.} In steady state the total current $J$ is uniform. Let $j(z)$ be the fraction carried by electrons. Both carriers create pairs. Take the coefficients as local, which neglects the distance a new carrier must travel before it can ionise. Then
\begin{equation}
\frac{dj}{dz}=\alpha j+k\alpha(1-j)=\alpha[(1-k)j+k],\qquad j(w)=1.
\end{equation}
The quantity $(1-k)j+k$ grows as $e^{(1-k)\alpha z}$ and equals one at $z=w$. At the entrance it is therefore $e^{-(1-k)\alpha w}$. The gain is $M=J/J_n(0)=1/j(0)$, where $J_n$ is the electron current:
\begin{equation}
M=\frac{1-k}{e^{-(1-k)\alpha w}-k}=\frac{0.9}{e^{-0.9}-0.1}=2.94 .
\end{equation}
Without hole ionisation it would be $e^{\alpha w}=2.72$. At the same mean coefficients, the neglected distance would lower both gains somewhat. Breakdown occurs when the denominator vanishes, at
\begin{equation}
w_{\rm b}=\frac{\ln(1/k)}{(1-k)\alpha}=2.56\ \mu\text{m}.
\end{equation}
One ionisation per micrometre is thus compatible with stable gain in the $1\ \mu$m layer, but not in a layer wider than $w_{\rm b}$ at the same coefficients. At the model field of $0.585$ MV/cm the layer would carry $58.5$ V. This is not an operating point for silicon: fits to measured coefficients give well over one ionisation per micrometre for both carriers at that field, and a uniform $1\ \mu$m layer would already break down near $0.35$ MV/cm, at about $35$ V. In silicon the assumed electron coefficient belongs to a field near $0.3$ MV/cm.

For tunnelling, let $\varepsilon$ be the energy above the valence-band edge. A two-band barrier has decay constant $\kappa=\sqrt{2m\varepsilon(E_g-\varepsilon)/E_g}/\hbar$, and $dz=d\varepsilon/(qF)$. The transparency is $e^{-S}$, with
\begin{align}
S&=2\int\kappa\,dz
=\frac{2}{\hbar qF}\sqrt{\frac{2m}{E_g}}
\int_0^{E_g}\!\sqrt{\varepsilon(E_g-\varepsilon)}\,d\varepsilon\nonumber\\
&=\frac{2}{\hbar qF}\sqrt{\frac{2m}{E_g}}\,\frac{\pi E_g^2}{8}
=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar qF}=35.5 .
\end{align}
The integral is the area of a semicircle of radius $E_g/2$. The transparency is about $4\times10^{-16}$ per attempt. With such rough inputs only its extreme smallness is meaningful: a $10\%$ change in $m$ alters $S$ by about $1.8$, and the transparency by a factor of about six. A leakage current would also need the attempt rate and, in silicon, the phonon required by the indirect gap. Since $S\propto1/F$, the transparency is smaller still at the lower fields of parts (e) and (f). The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Threshold energy: 1.5 eV
Scattering length: 7.0 nm
Target rate: 1.0 per um
A = 1/(alpha lambda): 142.857
Newton iterate 0 for x: 4.96185
Newton iterate 1 for x: 3.62874
Newton iterate 2 for x: 3.66341
Newton iterate 3 for x: 3.66344
Solution x = W(A): 3.66344
MAIN FIELD, usual equation: 0.5849 MV/cm
Main field converted: 58.49 V/um
Energy gain per scattering length: 0.4095 eV
Threshold distance d: 25.64 nm
Collision-free chance exp(-x): 0.02564
Field energy per ionisation: 58.49 eV
Threshold share of that energy: 0.02564
dlnF/dlnalpha: 0.2144
dlnF/dlnlambda: -0.7856
Strict rate at main field: 3.760 per um
Simulated reset rate there: 3.79 per um
Strict / usual rate: 3.760
Strict x = ln(1+A): 4.9688
FIELD, strict reset count: 0.4313 MV/cm
Phonon energy, rough input: 0.060 eV
Mean net loss at 300 K: 0.0493 eV
Small-loss rate at main field: 24.4 per um
Small-loss field for target: 0.25 MV/cm
Second-sample rate there: 1.01 per um
Scattering length at 400 K: 5.98 nm
Usual-equation field at 400 K: 0.662 MV/cm
Rate at main field, 400 K: 0.535 per um
Raised threshold: 2.0 eV
Field for raised threshold: 0.780 MV/cm
Gap, rough input: 1.1 eV
Tunnelling mass, rough input: 0.2 electron masses
Tunnelling exponent at main field: 35.5
Tunnelling transparency: 3.9e-16
Hole/electron coefficient ratio: 0.1
Layer width: 1.0 um
Voltage across layer: 58.5 V
Gain without hole feedback: 2.718
Gain with hole feedback: 2.936
Breakdown width at main field: 2.558 um
\end{verbatim}
